# Photovoltage gained when an n-type photoelectrode's exchange current falls tenfold

## Problem

An n-type photoelectrode stands in an electrolyte containing a one-electron redox couple A/A⁻. Light drives holes to the surface, where they oxidise A⁻. In the dark current, conduction-band electrons (the majority carriers) cross the surface and reduce A. The electrode is ideal: this electron transfer is its sole loss.

(a) The dark exchange current density $J_0$ is made ten times smaller, while the photocurrent density $J_{ph}$ and the temperature, 298 K, are held fixed. By how much does the open-circuit photovoltage rise, and what condition does the answer need?

(b) Find the photovoltage before and after for a model of n-type MoS₂ with a barrier of 0.80 eV, $J_{ph}=10$ mA/cm², and both redox forms diluted together from 0.1 to 0.01 mol/L.

(c) Would diluting one form alone have the same effect?

The photovoltage $V$ is counted positive. It is the size of the negative shift of the electrode potential from its dark equilibrium value. "Fixed photocurrent" means that the flux of photogenerated holes sent towards the surface is fixed. In the ideal electrode all of it reaches A⁻. At open circuit the net current is zero, because an equal electron current cancels that flux.

## A tempting solution

One might start from the Butler–Volmer equation for electron transfer at an electrode. Far from equilibrium its cathodic branch is

$$J=J_0\,e^{\alpha qV/kT},$$

with a transfer coefficient $\alpha$ near one half. At open circuit this current equals $J_{ph}$, so

$$V_{oc}=\frac{kT}{\alpha q}\ln\frac{J_{ph}}{J_0}.$$

Dividing $J_0$ by ten adds $(kT/\alpha q)\ln 10$. With $\alpha=1/2$ and $(kT/q)\ln10=59.13$ mV at 298 K, the gain would be $2\times59.13\approx118$ mV.

## Where it fails

The logarithm is sound, but the factor $\alpha$ belongs to another kind of interface. At a metal, a change of electrode potential falls across the thin Helmholtz layer between the solid and the solution. It shifts the electron energies in the metal relative to the redox species, and a fraction $\alpha$ of that shift appears as a lower activation energy. The density of electrons available at the metal surface hardly changes.

At a depleted semiconductor, nearly all of the change falls inside the solid, across the space-charge layer. The band edges at the surface stay fixed relative to the solution, so the energetics of the transfer step do not change. What changes is the number of electrons at the surface, and it follows the whole of $V$, not a fraction of it.

The proposed answer can be checked against the current balance. Suppose that the transfer rate per surface electron has been cut to one tenth. A rise of 118 mV multiplies the surface density by $10^2$, since each 59.13 mV gives a factor of ten. The electron current would then be $0.1\times100=10$ times the photocurrent, which is not open circuit.

## Right solution

**Electrons at the surface.** Let $q\phi$ be the energy from the redox level up to the conduction-band edge at the surface. In the dark at equilibrium, the Fermi level of the solid equals the redox level. If the band edge lies many $kT$ above the Fermi level, the Fermi–Dirac occupation reduces to a Boltzmann factor. Summing over the band then gives

$$n_{s0}=N_c\,e^{-q\phi/kT},$$

where $N_c$ is the effective density of states of the band.

Under light the electron quasi-Fermi level rises by $qV$. We take it as flat up to the surface, which means that electrons are supplied from the interior faster than the surface reaction consumes them. This is what "limited by majority-carrier transfer" requires. The band edge has not moved, so its distance from the quasi-Fermi level is now $q(\phi-V)$:

$$n_s=N_c\,e^{-q(\phi-V)/kT}=n_{s0}\,e^{qV/kT}.$$

**The dark current.** Transfer needs one surface electron and one molecule of A. With a rate constant $k_{et}$ (cm⁴/s) and the concentration $[A]$ in molecules per cm³, the forward current density is

$$J_f=q\,k_{et}[A]\,n_s.$$

The reverse process is injection of electrons from A⁻ into empty states of the conduction band. Almost all of these states are empty, and their energy relative to A⁻ is fixed, so the injection current does not depend on $V$. At equilibrium it must cancel the forward current. Its value is therefore the exchange current density,

$$J_0=q\,k_{et}[A]\,n_{s0}.$$

Subtracting it from the forward current gives the net dark current:

$$J_{dark}=q\,k_{et}[A]\,n_{s0}e^{qV/kT}-J_0=J_0\left(e^{qV/kT}-1\right).$$

**Open circuit.** Setting $J_{dark}=J_{ph}$, dividing by $J_0$, adding one and taking the logarithm gives

$$V_{oc}=\frac{kT}{q}\ln\left(1+\frac{J_{ph}}{J_0}\right).$$

**The gain.** Write $r=J_{ph}/J_0$ for the ratio before the change. When $J_0$ becomes $J_0/10$ at fixed $J_{ph}$, the ratio becomes $10r$. Subtracting the two voltages,

$$\Delta V_{oc}=\frac{kT}{q}\ln\frac{1+10r}{1+r}.$$

To see the limit of large $r$, take $10r$ out of the numerator and $r$ out of the denominator:

$$\Delta V_{oc}=\frac{kT}{q}\left[\ln10+\ln\left(1+\frac{1}{10r}\right)-\ln\left(1+\frac1r\right)\right].$$

For $r\gg1$ each of the last two logarithms is close to its small argument, and $1/(10r)-1/r=-0.9/r$. Hence

$$\Delta V_{oc}\approx\frac{kT}{q}\left(\ln10-\frac{0.9}{r}\right)\longrightarrow\frac{kT}{q}\ln10 .$$

With $kT/q=25.680$ mV at 298 K,

$$\Delta V_{oc}=25.680\ \text{mV}\times2.3026=59.13\ \text{mV}=0.0591\ \text{V}.$$

This answers (a): the gain is 59 mV, provided that the photocurrent greatly exceeds the exchange current.

**Weak light.** The condition matters because at small $r$ the back injection is not negligible. For $10r\ll1$ both logarithms can be expanded, and the gain is $(kT/q)(10r-r)=9r\,kT/q$, which vanishes with the light. Between the limits, the full formula gives 15.35 mV at $r=0.1$, 43.78 mV at $r=1$, 56.94 mV at $r=10$ and 58.90 mV at $r=100$. A numerical search for the voltage of zero net current, with the surface density integrated from the Fermi–Dirac distribution, reproduces the formula at these four ratios.

## The MoS₂ example

The band density is $N_c=10^{19}$ cm⁻³, the doping $N_d=10^{17}$ cm⁻³ and the rate constant $k_{et}=10^{-17}$ cm⁴/s. The barrier of 0.80 eV gives

$$n_{s0}=10^{19}\,e^{-800/25.680}=2.954\times10^{5}\ \text{cm}^{-3}.$$

A concentration of 0.1 mol/L is $6.022\times10^{19}$ cm⁻³, so before dilution

$$J_0=(1.602\times10^{-19})(10^{-17})(6.022\times10^{19})(2.954\times10^{5})=2.85\times10^{-11}\ \text{A/cm}^2.$$

The ratio $r$ is $10^{-2}/(2.85\times10^{-11})=3.51\times10^{8}$, which is far into the regime of large $r$. Then

$$V_{oc}=25.680\ \text{mV}\times\ln(3.51\times10^{8})=505.3\ \text{mV}.$$

Diluting both forms tenfold leaves their ratio, and hence the redox level, unchanged. We assume that a supporting electrolyte keeps the band edges in place as well. The barrier is then the same, $[A]$ is ten times smaller, and $J_0$ falls to $2.85\times10^{-12}$ A/cm². The new photovoltage is

$$V_{oc}=25.680\ \text{mV}\times\ln(3.51\times10^{9})=564.4\ \text{mV}.$$

This answers (b). The gain is $564.4-505.3=59.1$ mV.

## Diluting one form alone

It might seem from $J_0=q\,k_{et}[A]\,n_{s0}$ that diluting A alone would serve. But $n_{s0}$ depends on the redox level, and this moves with composition. With concentrations standing for activities, the Nernst equation is

$$E_{redox}=E^{\circ}+\frac{kT}{q}\ln\frac{[A]}{[A^-]}.$$

A more positive redox potential means a lower electron energy, and so a larger distance up to the fixed band edge. If $\phi^\circ$ is the barrier at equal concentrations,

$$\phi=\phi^\circ+\frac{kT}{q}\ln\frac{[A]}{[A^-]},\qquad e^{-q\phi/kT}=\frac{[A^-]}{[A]}\,e^{-q\phi^\circ/kT}.$$

Inserting this in the exchange current cancels $[A]$:

$$J_0=q\,k_{et}[A]\,N_c\frac{[A^-]}{[A]}e^{-q\phi^\circ/kT}=q\,k_{et}N_c[A^-]\,e^{-q\phi^\circ/kT}.$$

The exchange current is proportional to the concentration of the reduced form. This agrees with its meaning as the rate at which A⁻ injects electrons.

The three dilutions can also be told apart by the potential of the illuminated electrode against a fixed reference, $E_{light}=E_{redox}-V_{oc}$:

- Both forms diluted: the redox level stays, $V_{oc}$ gains 59.13 mV, and $E_{light}$ moves by −59.13 mV.
- A alone diluted: $J_0$ is unchanged and $V_{oc}$ gains nothing. The redox potential and $E_{light}$ both move by −59.13 mV.
- A⁻ alone diluted: $J_0$ falls tenfold and $V_{oc}$ gains 59.13 mV. All of this comes from the redox potential, which moves by +59.13 mV while $E_{light}$ stays.

So, for the ideal electrode, the answer to (c) is yes for A⁻ and no for A. The reason for the pattern is that, at large $r$, open circuit requires $q\,k_{et}[A]n_s=J_{ph}$, or

$$n_s=\frac{J_{ph}}{q\,k_{et}[A]}.$$

The surface density, and with it the potential of the illuminated electrode, is set by $[A]$ and not by $[A^-]$.

## How far the gain can be repeated

The photovoltage is taken out of the band bending, and there is a limited supply. In the neutral interior the band edge lies $(kT/q)\ln(N_c/N_d)=118.3$ mV above the Fermi level, so the equilibrium bending is $800-118.3=681.7$ mV. What remains at open circuit is

$$V_b=\frac{kT}{q}\ln\frac{N_d}{n_s}.$$

Before dilution $n_s=1.036\times10^{14}$ cm⁻³ and $V_b=176.5$ mV. After it, $n_s$ is ten times larger and $V_b=117.3$ mV, still more than four times $kT/q$. One more tenfold dilution of both forms would leave about 58 mV, and a second would leave none. Unless hole transfer to A⁻ is very fast, the model fails on the way there. As the bending fades, the field no longer holds the waiting holes at the surface, and more of them recombine before they react. The photocurrent can then no longer be taken as fixed. A larger barrier obtained by diluting A⁻ alone behaves differently: it leaves $n_s$, and therefore the remaining bending, unchanged. It still slows the hole transfer tenfold, and this costs part of the gain when that transfer is not very fast, as shown below.

## What the ideal model leaves out

**Helmholtz layer.** Let $\psi$ be the local band bending. The charge density in the depletion layer is $qN_d(1-e^{-q\psi/kT})$, the donors less the remaining electrons, and Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{qN_d}{\varepsilon}\left(1-e^{-q\psi/kT}\right).$$

Multiply by $d\psi/dx$ and integrate from the interior, where $\psi$ and its slope vanish, to the surface, where $\psi=V_b$:

$$\frac12\left(\frac{d\psi}{dx}\right)^2=\frac{qN_d}{\varepsilon}\left[V_b-\frac{kT}{q}\left(1-e^{-qV_b/kT}\right)\right].$$

The charge per area is $Q=\varepsilon|d\psi/dx|$, and we define the layer width by $W=Q/(qN_d)$. With a relative permittivity of 7, $W$ is 34.2 nm before dilution and 26.7 nm after. The charge therefore falls by $qN_d\times7.5$ nm $=1.2\times10^{-8}$ C/cm². Across a Helmholtz capacitance of 10 µF/cm² this is 1.2 mV. Both voltage drops shrink together, so it adds to the gain if $k_{et}$ stays fixed. If the shift of the band edges also speeds up the transfer, with a coefficient of one half, only about half of the 1.2 mV remains.

**Recombination in the depletion layer.** For traps at midgap with equal lifetimes $\tau$, the net rate is

$$U=\frac{np-n_i^2}{\tau(n+p+2n_i)},\qquad np=n_i^2e^{qV/kT}.$$

The second relation assumes that hole transfer to A⁻ is fast enough to keep the hole quasi-Fermi level at the redox level, and that this level is flat across the layer. Slower transfer would let holes accumulate and raise the loss. At fixed $np$ the net rate is largest when $n+p$ is smallest, which occurs at $n=p=n_ie^{qV/2kT}$. There the numerator is $n_i^2(e^{qV/2kT}-1)(e^{qV/2kT}+1)$ and the denominator is $2\tau n_i(e^{qV/2kT}+1)$, so

$$U_{max}=\frac{n_i}{2\tau}\left(e^{qV/2kT}-1\right).$$

Using this rate over the whole width gives, under that assumption, an upper estimate of the recombination current, $J_r=qWU_{max}$. For a gap of 1.3 eV and equal band densities, $n_i=1.02\times10^{8}$ cm⁻³. With $\tau=10$ ns, $J_r$ is about 0.5% of $J_{ph}$ before dilution and 1.3% after. A small extra loss lowers $V_{oc}$ by about $(kT/q)J_r/J_{ph}$, here at most 0.13 and 0.33 mV. In this estimate the gain shrinks by 0.20 mV, or by 1.96 mV with $\tau=1$ ns. The estimate is very generous. The peak needs $n=p\approx2\times10^{12}$ cm⁻³ before dilution and $6\times10^{12}$ cm⁻³ after, but $n$ never falls below $n_s$ ($10^{14}$ and $10^{15}$ cm⁻³), so the peak is not reached inside the layer. There $U\approx p/\tau$. Integrating $U$ over the Poisson profile gives only about 0.002% and 0.003% of $J_{ph}$ at 10 ns, and the gain changes by less than 0.01 mV for either lifetime. 
The assumption about the holes is a strong one. It puts their surface density at $p=n_i^2/n_{s0}=3.5\times10^{10}$ cm⁻³. To pass 10 mA/cm² at that density, the transfer velocity must be well above $J_{ph}/(qp)=1.8\times10^{6}$ cm/s, which is already close to the thermal limit of about $4\times10^{6}$ cm/s. For a dissolved couple it would need a hole rate constant well above $3\times10^{-14}$ cm⁴/s before dilution and $3\times10^{-13}$ cm⁴/s after, thousands of times the $k_{et}$ used here. With slower transfer, holes accumulate. If their rate constant with A⁻ were equal to $k_{et}$, their surface density would be $J_{ph}/(q\,k_{et}[A^-])$, the same as $n_s$. As long as little is lost, diluting both forms raises both densities tenfold, and with them the recombination rate at the surface, which is about $n_s/(2\tau)$. Recombination can then take a large part of the photocurrent, so the densities rise by less than ten times and the gain falls. Take flat quasi-Fermi levels, integrate $U$ over the Poisson profile, and add hole diffusion into the bulk with $D=0.026$ cm²/s. At $\tau=10$ ns the loss is then about 4% of $J_{ph}$ before dilution and 40% after, and the gain is about 47 mV. At 1 ns it is about 23 mV. Diluting A⁻ alone gives about 55 and 39 mV. A hole rate constant ten times larger restores the gain for both forms to about 57 mV at 10 ns. The small losses above therefore belong to the limit of very fast hole transfer.

**Tunnelling.** Electrons can also reach the surface through the thin top of the barrier. Classical passage over the top is proportional to $\int_{qV_b}^{\infty}e^{-E/kT}dE=kT\,e^{-qV_b/kT}$. Adding the part below the top, weighted by a transmission $\mathcal T(E)$, multiplies the supply by

$$\Gamma=1+\frac{1}{kT}\int_0^{qV_b}\mathcal T(E)\,e^{(qV_b-E)/kT}\,dE .$$

A WKB transmission for a parabolic barrier and an electron mass ratio of 0.5 gives $\Gamma=1.860$ before and 1.696 after. If the transfer current scaled with this factor, each photovoltage would be lowered by $(kT/q)\ln\Gamma$, about 16 and 14 mV, and the gain would be raised by $25.680\ln(1.860/1.696)=2.4$ mV. These are only rough figures. With the Poisson profile derived above in place of the parabola, $\Gamma$ is 1.79 and 1.62 and the change is 2.6 mV. A mass ratio between 0.4 and 0.6 moves it by a further 0.2 to 0.3 mV. They ignore reflection of electrons at the barrier, and a slow transfer like the one assumed here follows the electron density at the surface, not the supply over the barrier.

**Statistics and temperature.** The full Fermi–Dirac statistics change the gain by about +0.001 mV. An electrode running 10 K warmer, with the same tenfold fall of $J_0$, gains 61.1 mV instead of 59.1 mV.

Apart from slow hole transfer, the changes in gain estimated in this section at 298 K are below 3 mV, or 5% of the ideal gain. Slow hole transfer matters far more: with a hole rate constant equal to $k_{et}$ it removes about 12 mV at $\tau=10$ ns and more than half of the gain at 1 ns.

## Beside a real electrode

The gap, permittivity and mass are rough values for MoS₂, the last two taken normal to its layers. The band density is a round figure for a single conduction-band valley. Bulk MoS₂ has six equivalent valleys. At the same barrier they raise it about sixfold and lower both photovoltages by about $(kT/q)\ln6=46$ mV, without changing the gain. The flat electron quasi-Fermi level also needs enough mobility normal to the layers. If all the electrons must come from the interior, a mobility of 1 cm²/Vs lowers the gain by about 0.2 mV, and 0.1 cm²/Vs by about 1.6 mV. The doping, barrier, rate constant and lifetimes are round choices that vary with the crystal and the couple, so the photovoltages near 0.5 V are results of the model and not measurements. The gain is less sensitive, because the barrier and $k_{et}$ cancel from it while $r\gg1$, the surface stays depleted and recombination is negligible.

The assumption most at risk is that of a single loss path. The flat face of a layered crystal is interrupted by step edges, where surface states can cause recombination, and illuminated MoS₂ can also corrode. Suppose that a second loss has the same voltage dependence and an exchange current $J_x$ that dilution does not touch. At large $r$ the gain becomes

$$\Delta V_{oc}=\frac{kT}{q}\ln\frac{J_0+J_x}{J_0/10+J_x}.$$

If $J_x$ merely equals the original $J_0$, this is $25.680\ln(2/1.1)=15.4$ mV, about a quarter of the ideal gain. The 59 mV therefore requires that the total dark exchange current fall tenfold, and not just the part carried by the redox couple.

## Computed values

```
Temperature: 298 K
Thermal voltage kT/q: 25.680 mV
Ideal gain (kT/q) ln 10: 59.13 mV
Gap: 1.3 eV; barrier: 0.80 eV
Relative permittivity: 7; mass ratio: 0.5
Nc = Nv: 1e+19 cm^-3; doping: 1e+17 cm^-3
Rate constant: 1e-17 cm^4/s
Each redox form: 0.10 mol/L = 6.022e+19 cm^-3
Photocurrent density: 10.0 mA/cm^2
Equilibrium surface density: 2.954e+05 cm^-3
J0 before: 2.850e-11 A/cm^2; Jph/J0: 3.509e+08
Voc before: 505.27 mV
J0 after: 2.850e-12 A/cm^2; Jph/J0: 3.509e+09
Voc after: 564.40 mV
Gain from root search: 59.13 mV = 0.0591 V
Gain at initial Jph/J0 = 0.1: 15.35 mV
Gain at initial Jph/J0 = 1: 43.78 mV
Gain at initial Jph/J0 = 10: 56.94 mV
Gain at initial Jph/J0 = 100: 58.90 mV
Tenfold dilution, both forms: J0 ratio 0.100
  redox shift +0.00 mV, gain 59.13 mV, lit electrode shift -59.13 mV
Tenfold dilution, oxidised only: J0 ratio 1.000
  redox shift -59.13 mV, gain 0.00 mV, lit electrode shift -59.13 mV
Tenfold dilution, reduced only: J0 ratio 0.100
  redox shift +59.13 mV, gain 59.13 mV, lit electrode shift +0.00 mV
Equilibrium band bending: 681.7 mV
Open circuit before: surface density 1.036e+14 cm^-3
  residual bending 176.5 mV, width 34.2 nm
Open circuit after: surface density 1.036e+15 cm^-3
  residual bending 117.3 mV, width 26.7 nm
Intrinsic density: 1.02e+08 cm^-3
Depletion recombination, lifetime 10 ns: gain changes by -0.20 mV
Depletion recombination, lifetime 1 ns: gain changes by -1.96 mV
Bulk hole diffusion (D = 1 cm^2/s, L = 1 um): J0 1.7e-16 A/cm^2
  gain changes by -0.00134 mV
Helmholtz layer (10 uF/cm^2): gain changes by +1.20 mV
Tunnelling factor on J0: before 1.860, after 1.696
  gain changes by +2.37 mV
Fermi-Dirac statistics: gain changes by +0.00085 mV
Ideal gain at 308 K: 61.11 mV
```
